# The three field exponents of Thornber's impact-ionization formula

A breakdown calculation needs the ionization coefficient at fields where it may not have been measured. One must therefore decide whether to extend $\ln\alpha$ as a straight line in $1/F$ or in $1/F^2$, and whether the slope of that line may be read as a material constant. Thornber's formula contains both laws, apart from a prefactor proportional to $F$, together with a third in which the exponent does not depend on the field. Each holds in its own range, and one of the ranges can be missing.

## The formula and its limits

The algebra uses atomic units, with the magnitude of the carrier charge equal to one, so that field times length is an energy. Let $\alpha$ be the number of pairs one carrier creates per unit length along a uniform field of magnitude $F$. Thornber's formula is

$$\alpha=\frac{F}{E_i}\,e^{-\Phi},\qquad \Phi=\frac{F_i}{F+F^2/F_r+F_T}. \tag{1}$$

Here $E_i$ is the ionization energy, and $F_i$, $F_r$, $F_T$ are the positive ionization, phonon and thermal fields. The prefactor is the rate of a carrier that ionizes each time it has gained $E_i$ from the field, once per distance $E_i/F$.

Keeping one term of the denominator at a time gives three candidate exponents:

$$\Phi_0=\frac{F_i}{F_T},\qquad \Phi_1=\frac{F_i}{F},\qquad \Phi_2=\frac{F_iF_r}{F^2}. \tag{2}$$

Define the misfit of each, relative to the full exponent, as $m_j=\Phi_j/\Phi-1$. Dividing the denominator of (1) by the retained term and subtracting one leaves

$$m_0=\frac{F}{F_T}+\frac{F^2}{F_rF_T},\quad m_1=\frac{F_T}{F}+\frac{F}{F_r},\quad m_2=\frac{F_r}{F}+\frac{F_rF_T}{F^2}. \tag{3}$$

No expansion has been made. An exponent is a good approximation when both terms of its misfit are small:

- $\Phi\simeq F_i/F_T$ for $F\ll F_T$ and $F\ll\sqrt{F_rF_T}$;
- $\Phi\simeq F_i/F$ for $F_T\ll F\ll F_r$;
- $\Phi\simeq F_iF_r/F^2$ for $F\gg F_r$ and $F\gg\sqrt{F_rF_T}$.

If $F_T\ll F_r$, the geometric mean $F_m=\sqrt{F_TF_r}$ lies between the two fields, and the conditions containing it follow from the others. In the first range the exponent is constant, but $\alpha$ still carries the factor $F$.

## How much separation is needed

The outer ranges exist for any positive parameters, since $F$ can be made small or large enough. The middle one is squeezed from both sides. Completing a square in $m_1$ gives

$$m_1=\left(\sqrt{\frac{F_T}{F}}-\sqrt{\frac{F}{F_r}}\right)^2+2\sqrt{\frac{F_T}{F_r}}\;\ge\;2\sqrt{\frac{F_T}{F_r}}, \tag{4}$$

with equality at $F=F_m$. An inverse-field range with misfit at most $d$ therefore requires

$$r\equiv\frac{F_T}{F_r}\le\frac{d^2}{4}. \tag{5}$$

For 10% this means $F_r\ge400\,F_T$; a factor of ten between the fields is far from enough.

The ends of the ranges follow from $m_j=d$. Multiplying out the fractions in (3) gives $F^2+F_rF-dF_rF_T=0$, $F^2-dF_rF+F_rF_T=0$ and $dF^2-F_rF-F_rF_T=0$. Their positive roots are

$$\begin{aligned}
F_{\rm low}&=\tfrac12F_r\left(\sqrt{1+4dr}-1\right),\\
F_\pm&=\tfrac12F_r\left(d\pm\sqrt{d^2-4r}\right),\\
F_{\rm high}&=\frac{F_r}{2d}\left(1+\sqrt{1+4dr}\right).
\end{aligned} \tag{6}$$

The constant exponent serves below $F_{\rm low}$, the inverse-field one from $F_-$ to $F_+$, and the inverse-square one above $F_{\rm high}$. For the round values $F_T=1$, $F_r=10^5$ and $d=0.1$, these ranges are $F<0.100$, $10.01<F<9990$ and $F>10^6$. Between them lie crossovers about two decades wide.

## A local exponent, and what it cannot prove

The apparent power of $1/F$ at a given field is $n=-d\ln\Phi/d\ln F$. Since $F_i$ is constant, $n$ is the logarithmic derivative of the denominator:

$$n=\frac{F+2F^2/F_r}{F+F^2/F_r+F_T}. \tag{7}$$

It goes from 0 at low field to 2 at high field. At $F_m$ one has $F_m^2/F_r=F_T$, so numerator and denominator both equal $F_m+2F_T$ and $n=1$, whatever the separation. Finding $n=1$ at one field thus does not establish an inverse-field law. A plateau is needed, and the slope of $n$ measures it. With $u=F_T/F$ and $v=F/F_r$, (7) reads $n=(1+2v)/(1+u+v)$, while $du/d\ln F=-u$ and $dv/d\ln F=v$. Hence

$$\frac{dn}{d\ln F}=\frac{2v}{1+u+v}-\frac{(1+2v)(v-u)}{(1+u+v)^2}
\;\xrightarrow{\;F=F_m\;}\;\frac{2\sqrt r}{1+2\sqrt r}, \tag{8}$$

because $u=v=\sqrt r$ there. The slope is small, and the plateau real, when $r\ll1$.

In the opposite case, $F_T\gg F_r$, the linear term never dominates. Since $F_T+F^2/F_r\ge2F\sqrt{F_T/F_r}$, dropping the linear term raises the exponent by a fraction of at most $\tfrac12\sqrt{F_r/F_T}$, and

$$\Phi\simeq\frac{F_i}{F_T+F^2/F_r}\qquad(F_T\gg F_r). \tag{9}$$

The exponent then passes directly from constant to inverse-square around $F_m$.

## From the exponent to the coefficient

A small relative error of a large exponent can still be a large factor in $\alpha$. If $\alpha_j$ is (1) with $\Phi$ replaced by $\Phi_j$, then $\ln(\alpha/\alpha_j)=\Phi_j-\Phi=\Phi_jm_j/(1+m_j)$. To first order in $m_j$,

$$\begin{aligned}
\ln\frac{\alpha}{\alpha_0}&\simeq\frac{F_iF}{F_T^2}\left(1+\frac{F}{F_r}\right),\\
\ln\frac{\alpha}{\alpha_1}&\simeq\frac{F_i}{F_r}+\frac{F_iF_T}{F^2},\\
\ln\frac{\alpha}{\alpha_2}&\simeq\frac{F_iF_r^2}{F^3}\left(1+\frac{F_T}{F}\right).
\end{aligned} \tag{10}$$

For $\alpha_j$ to approximate $\alpha$ itself, the right side must be much less than one. In the middle range the first term is a constant, so it changes the prefactor and not the slope:

$$\alpha\simeq\frac{F}{E_i}\,e^{F_i/F_r}\,e^{-F_i/F}. \tag{11}$$

This needs $F_iF_T/F^2\ll1$ and, from the second-order term $\Phi_1m_1^2$, also $F_iF/F_r^2\ll1$, besides $F_T\ll F\ll F_r$. In (1), the intercept of $\ln(\alpha/F)$ against $1/F$ is then not that of the bare prefactor, $-\ln E_i$. This shift belongs to the interpolation: in the transport model below, the exponent approaches $F_i/F$ without an added constant.

## Where the three fields come from

The limits can be obtained from a simple transport model, which also fixes the three fields. Let a carrier have a constant mean free path $\lambda$, isotropic scattering, and one phonon energy $\omega$. Write $a=F\lambda$, $\beta=1/kT$ and $N=1/(e^{\beta\omega}-1)$.

At energy $E\gg a$ a flight is nearly straight. If its length is $\lambda s$ and its initial direction cosine along the force is $\mu$, the energy gained is $a\mu s$. The bending follows from $d\mu/d\ell=F(1-\mu^2)/(2E)$ along the path $\ell$; integrating twice adds $a^2s^2(1-\mu^2)/(4E)$, whose mean over flights is $a^2/(3E)$. The straight-flight gain averages to zero, so this mean must be small against the mean phonon loss, not merely against $a$. That holds far enough up the tail, and the term is dropped there. The collision then removes $\omega$ with probability $(N+1)/(2N+1)$ or adds it with probability $N/(2N+1)$, the final densities of states being nearly equal for $E\gg\omega$.

The total energy change $\Delta$ thus has a distribution $w(\Delta)$ independent of $E$. A stationary distribution obeys $p(E)=\int w(\Delta)\,p(E-\Delta)\,d\Delta$, and inserting $p\propto e^{-\kappa E}$ gives $\langle e^{\kappa\Delta}\rangle=1$. The flight average, with $s$ weighted by $e^{-s}$ and $\mu$ uniform, is

$$\frac12\int_{-1}^{1}\!d\mu\int_0^\infty\!ds\,e^{-s(1-\kappa a\mu)}
=\frac12\int_{-1}^{1}\!\frac{d\mu}{1-\kappa a\mu}=\frac{\operatorname{artanh}(\kappa a)}{\kappa a}. \tag{12}$$

For the phonon average, $N+1=Ne^{\beta\omega}$ lets a factor $2Ne^{\beta\omega/2}$ cancel between numerator and denominator. The tail condition becomes

$$\frac{\operatorname{artanh}(\kappa a)}{\kappa a}\;
\frac{\cosh[\omega(\kappa-\beta/2)]}{\cosh(\beta\omega/2)}=1. \tag{13}$$

The logarithm of the left side is convex in $\kappa$, vanishes at $\kappa=0$ with slope $-E_r$, and diverges as $\kappa a\to1$. There is therefore one positive root. Here

$$E_r=\frac{\omega}{2N+1}=\omega\tanh\frac{\beta\omega}{2} \tag{14}$$

is the mean energy lost per collision.

**Thermal limit.** As $a\to0$ the first factor tends to one, and (13) gives $\kappa=\beta$, the Boltzmann tail.

**Inverse-field limit.** Let $kT\ll a\ll\omega$. For $\kappa$ near $1/a$ the phonon factor is about $e^{-\kappa\omega}+e^{-(\beta-\kappa)\omega}$, which is very small. The first factor must be correspondingly large, which forces $\kappa a\to1$. The tail consists of carriers that escape collisions while the field accelerates them.

**Inverse-square limit.** Let $\kappa a$ and $\kappa\omega$ be small. The factors of (13) are then $1+\kappa^2a^2/3$ and $1-\kappa E_r+\kappa^2\omega^2/2$. Setting their product to one and dividing by $\kappa$ gives, to leading order,

$$\frac1\kappa=\frac{a^2}{3E_r}+\frac{\omega^2}{2E_r}. \tag{15}$$

The last term is reliable only for $kT\gg\omega$: for $a\gg\omega$ the next terms of the product, $\kappa^4a^4/5$ and $-\kappa^3a^2E_r/3$, add a further $0.8\,E_r$ to $1/\kappa$, which at low temperature exceeds $\omega^2/(2E_r)$ and is included in (17). For $a\gg\omega$ at fixed temperature, $\kappa\to3E_r/a^2$: carriers diffuse upward in energy against the phonon loss.

Identifying $\Phi$ with $\kappa E_i$ in the three limits, for $\kappa E_i\gg1$ so that $E_i$ lies far up the tail, reproduces (2) with

$$F_i=\frac{E_i}{\lambda},\qquad F_r=\frac{3E_r}{\lambda},\qquad F_T=\frac{kT}{\lambda}. \tag{16}$$

The missing middle range also has its counterpart. For $kT\gg\omega$, $E_r\simeq\omega^2/(2kT)$, so the last term of (15) is $kT$ and $1/\kappa=kT+a^2/(3E_r)$, which is (9).

Between its limits, (1) is an interpolation and not the solution of (13). At low temperature and high field, put $x=\kappa a$ and $\epsilon=\omega/a$. Equation (13) becomes $\operatorname{artanh}(x)/x=e^{\epsilon x}$, or $x/3+x^3/5\simeq\epsilon+\epsilon^2x/2$. Inserting $x=3\epsilon+\delta$ gives $\delta=3(\tfrac32-\tfrac{27}5)\epsilon^3=-11.7\,\epsilon^3$, hence

$$\kappa\simeq\frac{3\omega}{a^2}\left(1-3.9\,\frac{\omega^2}{a^2}\right),\qquad
\frac{\Phi}{E_i}\simeq\frac{3\omega}{a^2}\left(1-\frac{3\omega}{a}\right). \tag{17}$$

The walk leaves the inverse-square law at second order, Thornber's form at first order. The walk fixes the exponent alone; it gives no support to the prefactor $F/E_i$ at low field.

## A wide-gap power device

Take $E_i=10$ eV, $\omega=0.12$ eV, $\lambda=3$ nm and 300 K, rough effective values for electrons in 4H silicon carbide. This $E_i$, about three times the gap, is a fitting parameter and not the lowest energy at which a pair can be created. Then $kT=0.0259$ eV and $E_r=0.1177$ eV. With 1 V/nm equal to 10 MV/cm, (16) gives $F_i=33.3$, $F_r=1.18$ and $F_T=0.086$ MV/cm.

The ratio $F_T/F_r=0.073$ exceeds the $0.0025$ that (5) allows for 10%, so formula (1) has no inverse-field range at that tolerance. At $F_m=0.3185$ MV/cm the local order is 1, yet $F_i/F=104.7$ while $\Phi=67.9$, a misfit of 54%. As $F_T/F_r=kT/(3E_r)$ does not contain $\lambda$, a longer path does not help; with $\omega$ fixed, the range opens in (1) only below 10.4 K.

This absence is a property of the interpolation, not of the transport model behind the three fields. At 300 K the root of (13) stays within 10% of $1/a$ from about 0.09 to 0.68 MV/cm, and at $F_m$ it gives $\kappa E_i=104.3$, close to $F_i/F$. Formula (1) rounds off the crossovers too broadly to show this range. At such low fields $\alpha$ is negligible, so the difference does not matter for breakdown, but (1) should not be used to rule out an inverse-field law in the material.

At the operating field of 3 MV/cm,

$$\Phi=\frac{33.33}{3+9/1.177+0.086}=3.11,\qquad
\alpha=\frac{3\times10^6}{10}\,e^{-3.11}\ {\rm cm^{-1}}\simeq1.3\times10^4\ {\rm cm^{-1}},$$

or $1.3\times10^{-4}$ per angstrom. The inverse-square exponent is 4.36, which is 40% too large and gives 0.285 of this $\alpha$. The inverse-field exponent, 11.1, is far worse. In (1) the inverse-square law comes within 10% only above 11.9 MV/cm, a formal value well beyond the operating field. Formula (1) therefore needs both the linear and the quadratic term of its denominator, while the thermal term is less than 1% of it. This too is a property of the interpolation: the inverse-square exponent is only 7% above the root of (13) at this field.

This bears on straight-line fits. The local slope of $\Phi$ against $1/F$ is $-F^2\,d\Phi/dF=nF\Phi$. With $n=1.604$, $\Phi=6.08$ at 2 MV/cm and $n=1.704$, $\Phi=3.11$ at 3 MV/cm, it is 19.5 and 15.9 MV/cm. For $\ln\alpha$ itself the prefactor adds $F$ to the steepness, giving 21.5 and 18.9 MV/cm. A line may fit a narrow interval, but in (1) its slope drifts and lies well below $F_i$. The size of the slope depends on the model: with the exponent taken from (13) and the same prefactor, the steepness is 32.4 and 26.1 MV/cm at the two fields, so the drift remains but the value at 2 MV/cm is close to $F_i$.

The exponent also depends on the approximations made. At 3 MV/cm, $a=0.90$ eV and (13) gives 4.09 instead of 3.11, so with the same prefactor $\alpha$ would be 0.37 times as large. This gap does not measure the error of (1), because the walk drops the flight bending, which adds on average $a^2/(3E_i)=0.027$ eV per flight at $E_i$, or 23% of $E_r$. In the diffusion limit this drift multiplies the tail by $E$. The local decay rate then falls from $\kappa$ to $\kappa-1/E$, and its product with $E_i$ at $E=E_i$ drops from 4.09 to about 3.1. That closeness to (1) does not carry over to $\alpha$. Simulated curved flights in a parabolic band, started at rest and ended by ionization at a sharp threshold $E_i$, give about four times the $\alpha$ of (1) with the same parameters, taking $\alpha$ as the inverse of the mean displacement along the field before ionization. The identification (16) thus fixes limiting exponents, not the size of $\alpha$. A path fitted with (1) is best read as a parameter of that formula, not as a measured distance between collisions.

For equal electron and hole coefficients, the two carriers of a pair together cross the whole width $W$ and create $\alpha W$ new pairs, so with $\alpha$ from (1) breakdown occurs at $W=1/\alpha=744$ nm, or 223 V. If $E_i$ is treated as a sharp threshold and phonon absorption is neglected, a carrier starting at rest must first travel at least $E_i/F=33$ nm, 4.5% of that width. A lower threshold would shorten this minimum, while collisions lengthen the distance over which the energy distribution settles. A local coefficient ignores both effects.

The chosen field is realistic, though this does not test the model: critical fields of 4H silicon carbide power devices are roughly 2 to 3 MV/cm. Real devices break the assumption of one direction-independent path. Changing $\lambda$ by $-10\%$ or $+10\%$, with the other inputs fixed, multiplies the $\alpha$ of (1) by 0.55 or 1.60; for the simulated curved flights the factors are about 0.59 and 1.44. Holes also ionize more readily than electrons for fields along the crystal's $c$ axis, which shortens the breakdown width below the equal-coefficient value: for a hole coefficient $\alpha_p\ne\alpha$ in a uniform field $W=\ln(\alpha_p/\alpha)/(\alpha_p-\alpha)$, about 300 nm if $\alpha_p=5\alpha$, so 744 nm is not an estimate for a real device. At 450 K, if $\lambda\propto1/(2N+1)$ and $E_i$ and $\omega$ stay fixed, $\lambda$ falls to 2.79 nm and (1) lowers $\alpha$ to 0.81 of its value at 300 K; with the exponent taken from (13) the factor is 0.75, and for the simulated curved flights it is about 0.85. These factors follow from the assumed $\lambda(T)$ and a single parabolic band; the real conduction band is far from parabolic at such energies, so measured coefficients need not follow them. Interband tunnelling through a triangular barrier has the exponent $4\sqrt{2m}\,E_g^{3/2}/(3F)=71$ for a gap $E_g=3.2$ eV and mass $m=0.3$ electron masses, so it is negligible in a uniform, defect-free region.

## Values computed for the example and the checks

```
ionization energy 10.0 eV, phonon 0.12 eV
mean free path 3.0 nm, temperature 300 K
kT 0.02585 eV, mean loss E_r 0.1177 eV
ionization field F_i 33.33 MV/cm
phonon field F_r 1.177 MV/cm
thermal field F_T 0.0862 MV/cm
ratio F_T/F_r 0.0732
geometric mean field 0.3185 MV/cm
least inverse-field misfit 0.541
F (MV/cm), Phi, order n, F_i/F_T, F_i/F, F_i*F_r/F^2
0.001, 382.4, 0.011, 386.8, 3.333e+04, 3.924e+07
0.3185, 67.91, 1.000, 386.8, 104.7, 386.8
1, 17.22, 1.394, 386.8, 33.33, 39.24
2, 6.078, 1.604, 386.8, 16.67, 9.809
3, 3.106, 1.704, 386.8, 11.11, 4.36
30, 0.04195, 1.962, 386.8, 1.111, 0.0436
constant exponent within 10% below 0.00856 MV/cm
inverse-square within 10% above 11.86 MV/cm
inverse-field 10% window opens below 10.4 K
separated case: F_T 1, F_r 100000 (units of F_T)
  constant below 0.1000 F_T
  inverse-field 10.01 to 9990 F_T
  inverse-square above 1e+06 F_T
alpha at 2 MV/cm 459 1/cm
alpha at 3 MV/cm 1.343e+04 1/cm
  the same 0.000134 1/angstrom
alpha(inverse-square)/alpha 0.285
energy per free path a 0.90 eV
walk exponent 4.093, Thornber 3.106
exp(Thornber - walk exponent) 0.373
walk second-order coefficient 3.898
simulated/root tail constant 1.000
flight curvature a/(4E_i) 0.0225
dead space 33.3 nm
avalanche width 1/alpha 744 nm
voltage over that width 223 V
dead space/width 0.045
alpha ratio for path times 0.9: 0.545
alpha ratio for path times 1.1: 1.597
mean free path at 450 K 2.793 nm
alpha(450 K)/alpha(300 K) 0.808
tunnel inputs: gap 3.2 eV, mass 0.3 m_e
tunnelling exponent 71.4
```
